# Threshold voltage and low-field mobility from linear-region transistor current: verification in Python

```python
"""
Result under test: for a MOS transistor in its linear region,
    Y = I / sqrt(gm) = sqrt(beta*VD) * u,   u = VG - VT - m*VD/2,
whatever the first-order mobility attenuation theta and the constant
series resistance R (split equally between source and drain).
I: drain current; gm = dI/dVG; beta = (W/L)*mu0*C; C: oxide capacitance
per area; m: bulk-charge factor; Theta = theta + beta*R.
Synthetic data come from a channel integral and a root search.
All internal quantities are SI unless a name says otherwise.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, minimize_scalar

e, hbar, me, eps0 = sc.e, sc.hbar, sc.m_e, sc.epsilon_0
a0 = sc.physical_constants["Bohr radius"][0]
hartree = sc.physical_constants["Hartree energy"][0]

# Rough typical parameters of a silicon transistor
W, L, tox = 10e-6, 2e-6, 4e-9
VT, VD, mu0, theta, R = 0.45, 0.05, 300e-4, 0.25, 40.0
kox, ksi, doping, ni300, gap = 3.9, 11.7, 7e23, 1e16, 1.12
T = 300.0
C = kox * eps0 / tox
beta = W / L * mu0 * C
phit = sc.k * T / e
phiF = phit * np.log(doping / ni300)
gamma = np.sqrt(2 * e * ksi * eps0 * doping) / C
m = 1 + gamma / (2 * np.sqrt(2 * phiF))
shift = m * VD / 2
Theta = theta + beta * R
step = 0.05
gate = 0.70 + step * np.arange(19)
inner = gate[1:-1]
u = inner - VT - shift
nodes, weights = np.polynomial.legendre.leggauss(12)


def channel_current(vg, th, res):
    """Current from local charge and local mobility along the channel."""
    def integral(current):
        low, high = current * res / 2, VD - current * res / 2
        v = (low + high) / 2 + (high - low) / 2 * nodes
        q = vg - VT - m * v
        return beta * (high - low) / 2 * np.sum(weights * q / (1 + th * q))
    top = 1.01 * integral(0.0)
    return brentq(lambda i: integral(i) - i, 0, top, xtol=1e-18, rtol=1e-13)


def sweep(th, res):
    return np.array([channel_current(v, th, res) for v in gate])


def extract(current, drain_shift):
    """Threshold, mobility, total attenuation, slope, zero, Y and gm."""
    gm = (current[2:] - current[:-2]) / (2 * step)
    y = current[1:-1] / np.sqrt(gm)
    slope, offset = np.polyfit(inner, y, 1)
    zero = -offset / slope
    mobility = slope**2 * L / (W * C * VD)
    attenuation = np.polyfit(inner, 1 / np.sqrt(gm), 1)[0] * slope
    return zero - drain_shift, mobility, attenuation, slope, zero, y, gm


# Capacitance and gain factor: atomic-unit formula against SI
mu_unit = e * a0**2 / hbar
beta_au = W / L * (mu0 / mu_unit) * kox / (4 * np.pi * tox / a0)
assert abs(beta_au * e**3 / (hbar * hartree) / beta - 1) < 1e-7

# Closed current law against the channel integral with resistive drops
data = sweep(theta, R)
closed = beta * VD * u / (1 + Theta * u)
law_error = np.max(np.abs(data[1:-1] / closed - 1))
assert law_error < 5e-4

# Recovery from sampled data
vt_fit, mu_fit, att_fit, S, zero, Y, gm = extract(data, shift)
beta_fit = S**2 / VD
theta_fit = att_fit - beta_fit * R
assert abs(vt_fit - VT) < 5e-4
assert abs(mu_fit / mu0 - 1) < 1e-3
assert abs(att_fit / Theta - 1) < 5e-3
assert np.max(np.abs(Y / (np.sqrt(beta * VD) * u) - 1)) < 1e-3

# Invariance: remove or double both causes of attenuation
free, strong = sweep(0.0, 0.0), sweep(2 * theta, 2 * R)
y_free, y_strong = extract(free, shift)[5], extract(strong, shift)[5]
current_drop = 1 - strong[-2] / free[-2]
y_change = np.max(np.abs(y_strong / y_free - 1))
assert current_drop > 0.2 and y_change < 2e-3

# Converse: integrate the condition for a straight Y, in scaled current
start_u, start_i, end_u = 0.3, 0.25, 1.1
ode = solve_ivp(lambda x, i: i**2 / x**2, (start_u, end_u), [start_i],
                rtol=1e-10, atol=1e-12)
const = 1 / start_i - 1 / start_u
assert abs(ode.y[0, -1] - end_u / (1 + const * end_u)) < 1e-7

# Finite-step transconductance
def ideal(x):
    return beta * VD * x / (1 + Theta * x)

difference = (ideal(u + step) - ideal(u - step)) / (2 * step)
predicted = beta * VD / ((1 + Theta * u)**2 - (Theta * step)**2)
assert np.allclose(difference, predicted, rtol=1e-10)

# Tangent to the current at the middle of the window
mid = 8
tangent_zero = inner[mid] - data[mid + 1] / gm[mid]
tangent_vt = tangent_zero - shift
tangent_mu = gm[mid] * L / (W * C * VD)
assert abs(tangent_vt - (VT - Theta * u[mid]**2)) < 1e-3
assert abs(tangent_mu * (1 + Theta * u[mid])**2 / mu0 - 1) < 1e-3

# Random current noise
rng = np.random.default_rng(7)
noise = 1e-3
trials = np.array([extract(data * (1 + noise * rng.standard_normal(19)),
                           shift)[:2] for _ in range(400)])
scatter = trials.std(axis=0, ddof=1)
assert np.all(np.abs(trials.mean(axis=0) - [VT, mu0]) < scatter)

# Second-order attenuation bends Y
theta2 = 0.05
def second(x):
    return beta * VD * x / (1 + theta * x + theta2 * x**2)

h = 1e-4
y2 = second(u) / np.sqrt((second(u + h) - second(u - h)) / (2 * h))
assert np.allclose(y2, np.sqrt(beta * VD) * u / np.sqrt(1 - theta2 * u**2),
                   rtol=1e-6)
vt2, mu2 = extract(second(gate - VT - shift), shift)[:2]

# A velocity-saturation term constant in gate bias rescales beta
vsat = 1e5
k_sat = mu0 * VD / L / vsat
x = gate - VT - shift
mu_sat = extract(beta * VD * x / (1 + k_sat + theta * x), shift)[1]
assert abs(mu_sat / mu0 * (1 + k_sat) - 1) < 5e-4

# Charge-sheet calculation: surface potential keeps growing
def sheet_charge(vg):
    drive = vg - VT + 2 * phiF + gamma * np.sqrt(2 * phiF)
    def total(psi):
        return np.sqrt(psi + phit * np.exp((psi - 2 * phiF) / phit))
    psi = brentq(lambda p: p + gamma * total(p) - drive,
                 0.3, 2 * phiF + 0.4, xtol=1e-14)
    return gamma * (total(psi) - np.sqrt(psi)), psi

sheet = np.array([sheet_charge(v) for v in gate])
q = sheet[:, 0]
vt_cs, mu_cs, _, _, _, y_cs, _ = extract(beta * VD * q / (1 + theta * q), 0)
y_cs0 = extract(beta * VD * q, 0)[5]
assert np.max(np.abs(y_cs / y_cs0 - 1)) < 1e-3
assert vt_cs > VT
growth = sheet[mid + 1, 1] - 2 * phiF

# Quantum layer thickness: variational lowest subband, atomic units
mz, md, valleys = 0.916, 0.19, 2
n_inv = C * u[mid] / e
n_dep = C * gamma * np.sqrt(2 * phiF) / e
ni_au, nd_au = n_inv * a0**2, n_dep * a0**2
pair = quad(lambda t: ((1 + t + t**2 / 2) * np.exp(-t))**2, 0, 60)[0]

def layer_energy(b):
    return (b**2 / (8 * mz) + 4 * np.pi * nd_au / ksi * 3 / b
            + 2 * np.pi * ni_au / ksi * pair / b)

b = minimize_scalar(layer_energy, bounds=(0.01, 1), method="bounded",
                    options={"xatol": 1e-10}).x
b_formula = (48 * np.pi * mz * (nd_au + 11 * ni_au / 32) / ksi)**(1 / 3)
assert abs(b / b_formula - 1) < 1e-4
z_mean = 3 / b * a0
extra_quantum = z_mean * kox / ksi
poly_doping = 1e26
poly_width = (n_inv + n_dep) / poly_doping
extra_poly = poly_width * kox / ksi
cap_loss = 1 - tox / (tox + extra_quantum + extra_poly)

# Degeneracy in the lowest subband
dos = valleys * md * me / (np.pi * hbar**2)
filling = n_inv / (dos * sc.k * T)
fermi = phit * np.log(np.expm1(filling))
quantum_cap = e**2 * dos * (1 - np.exp(-filling))

# Oxide field, direct tunnelling, warm operation
v_ox = u[-1] + gamma * np.sqrt(2 * phiF)
field = v_ox / tox
barrier, m_ox, attempt = 3.1, 0.4, 1e13
action = quad(lambda s: np.sqrt(2 * m_ox * me * e * (barrier - field * s))
              / hbar, 0, tox)[0]
gate_current = C * u[-1] * W * L * attempt * np.exp(-2 * action)
assert gate_current < 1e-6 * data[-2]

def doped_threshold(temp):
    ni = ni300 * (temp / 300)**1.5 * np.exp(
        -gap * e / (2 * sc.k) * (1 / temp - 1 / 300))
    pf = sc.k * temp / e * np.log(doping / ni)
    return -gap / 2 + pf + gamma * np.sqrt(2 * pf)

vt_doping = doped_threshold(300)
assert abs(vt_doping - VT) < 0.02
hot = 358.0
hot_shift = doped_threshold(hot) - vt_doping
hot_mu = (300 / hot)**1.5 - 1

print(f"W, L, oxide: {W*1e9:.0f}, {L*1e9:.0f}, {tox*1e9:.1f} nm")
print(f"Input VT {VT:.3f} V, VD {VD:.3f} V, mu0 {mu0*1e4:.1f} cm2/Vs")
print(f"Input theta {theta:.3f} /V, R {R:.1f} ohm, T {T:.0f} K")
print(f"Relative permittivity: oxide {kox}, silicon {ksi}")
print(f"Doping {doping*1e-6:.1e} /cm3, ni {ni300*1e-6:.1e} /cm3")
print(f"C = {C*100:.4f} uC/(V cm2), beta = {beta*1e6:.2f} uA/V2")
print(f"Bulk factor m = {m:.4f}, m*VD/2 = {shift*1e3:.2f} mV")
print(f"beta*R = {beta*R:.5f} /V, Theta = {Theta:.5f} /V")
print(f"Largest error of closed current law = {law_error*100:.4f} %")
print("VG (V), I (uA), gm (uA/V), Y (1e-3 sqrt(A V))")
for j in (0, 4, 8, 12, 16):
    print(f"{inner[j]:.2f} {data[j+1]*1e6:.4f} {gm[j]*1e6:.4f} "
          f"{Y[j]*1e3:.5f}")
print(f"I at {gate[mid]:.2f} and {gate[mid+2]:.2f} V: "
      f"{data[mid]*1e6:.4f}, {data[mid+2]*1e6:.4f} uA")
print(f"Fit of Y: slope {S*1e3:.5f} 1e-3 sqrt(A/V), zero {zero:.5f} V")
print(f"Recovered VT = {vt_fit:.5f} V = {vt_fit*e/hartree:.6f} a.u.")
print(f"Recovered mu0 = {mu_fit*1e4:.3f} cm2/Vs = "
      f"{mu_fit/mu_unit:.1f} a.u.")
print(f"Recovered Theta {att_fit:.5f} /V, theta {theta_fit:.5f} /V")
print(f"No attenuation to doubled theta and R: I at {inner[-1]:.2f} V "
      f"falls {current_drop*100:.2f} %")
print(f"Same change: largest change of Y = {y_change*100:.4f} %")
print(f"Tangent at {inner[mid]:.2f} V (u = {u[mid]:.4f} V): "
      f"VT {tangent_vt:.4f} V, mu {tangent_mu*1e4:.2f} cm2/Vs")
print(f"Noise {noise*100:.1f} %: scatter VT {scatter[0]*1e3:.2f} mV, "
      f"mu0 {scatter[1]*1e4:.2f} cm2/Vs")
print("Neglected effects, each sized separately:")
print(f"Surface potential beyond 2phiF at {inner[mid]:.2f} V: "
      f"{growth*1e3:.1f} mV")
print(f"Charge-sheet data: VT error {(vt_cs-VT)*1e3:+.1f} mV, "
      f"mu0 error {(mu_cs/mu0-1)*100:+.2f} %")
print(f"theta2 = {theta2:.2f} /V2: VT error {(vt2-VT)*1e3:+.1f} mV, "
      f"mu0 error {(mu2/mu0-1)*100:+.2f} %")
print(f"Velocity saturation (vsat {vsat*100:.0e} cm/s): "
      f"mu0 error {(mu_sat/mu0-1)*100:+.2f} %")
print(f"Silicon masses: normal {mz}, in-plane {md} electron masses")
print(f"Quantum layer mean depth {z_mean*1e9:.3f} nm, "
      f"equivalent oxide {extra_quantum*1e9:.3f} nm")
print(f"Gate doping {poly_doping*1e-6:.0e} /cm3: depletion "
      f"{poly_width*1e9:.3f} nm, oxide equiv. {extra_poly*1e9:.3f} nm")
print(f"Capacitance loss from these two = {cap_loss*100:.1f} %")
print(f"One-subband Fermi level above edge = {fermi*1e3:.1f} meV")
print(f"Oxide / quantum capacitance = {C/quantum_cap*100:.2f} %")
print(f"Largest oxide field {field*1e-8:.2f} MV/cm "
      f"(rough breakdown {10:.0f} MV/cm)")
print(f"Tunnel barrier {barrier} eV, mass {m_ox}, "
      f"attempt rate {attempt:.0e} /s")
print(f"Gate tunnelling current estimate = {gate_current:.1e} A")
print(f"Threshold from doping, band-edge gate = {vt_doping:.4f} V")
print(f"At {hot:.0f} K: VT shift {hot_shift*1e3:+.1f} mV, "
      f"mobility {hot_mu*100:+.1f} % (T^-1.5 law)")
print("verified")
```

Running it gives:

```
W, L, oxide: 10000, 2000, 4.0 nm
Input VT 0.450 V, VD 0.050 V, mu0 300.0 cm2/Vs
Input theta 0.250 /V, R 40.0 ohm, T 300 K
Relative permittivity: oxide 3.9, silicon 11.7
Doping 7.0e+17 /cm3, ni 1.0e+10 /cm3
C = 0.8633 uC/(V cm2), beta = 1294.92 uA/V2
Bulk factor m = 1.2889, m*VD/2 = 32.22 mV
beta*R = 0.05180 /V, Theta = 0.30180 /V
Largest error of closed current law = 0.0273 %
VG (V), I (uA), gm (uA/V), Y (1e-3 sqrt(A V))
0.75 16.0369 55.4405 2.15380
0.95 26.5364 49.7295 3.76301
1.15 35.9810 44.8575 5.37224
1.35 44.5220 40.6681 6.98148
1.55 52.2832 37.0392 8.59075
I at 1.10 and 1.20 V: 33.7099, 38.1957 uA
Fit of Y: slope 8.04618 1e-3 sqrt(A/V), zero 0.48232 V
Recovered VT = 0.45010 V = 0.016541 a.u.
Recovered mu0 = 299.976 cm2/Vs = 7051.0 a.u.
Recovered Theta 0.30182 /V, theta 0.25003 /V
No attenuation to doubled theta and R: I at 1.55 V falls 39.19 %
Same change: largest change of Y = 0.0924 %
Tangent at 1.15 V (u = 0.6678 V): VT 0.3157 V, mu 207.85 cm2/Vs
Noise 0.1 %: scatter VT 2.26 mV, mu0 2.58 cm2/Vs
Neglected effects, each sized separately:
Surface potential beyond 2phiF at 1.15 V: 122.4 mV
Charge-sheet data: VT error +86.3 mV, mu0 error -14.34 %
theta2 = 0.05 /V2: VT error +13.8 mV, mu0 error +7.64 %
Velocity saturation (vsat 1e+07 cm/s): mu0 error -0.75 %
Silicon masses: normal 0.916, in-plane 0.19 electron masses
Quantum layer mean depth 1.429 nm, equivalent oxide 0.476 nm
Gate doping 1e+20 /cm3: depletion 0.651 nm, oxide equiv. 0.217 nm
Capacitance loss from these two = 14.8 %
One-subband Fermi level above edge = 8.8 meV
Oxide / quantum capacitance = 5.81 %
Largest oxide field 4.02 MV/cm (rough breakdown 10 MV/cm)
Tunnel barrier 3.1 eV, mass 0.4, attempt rate 1e+13 /s
Gate tunnelling current estimate = 2.0e-17 A
Threshold from doping, band-edge gate = 0.4466 V
At 358 K: VT shift -41.5 mV, mobility -23.3 % (T^-1.5 law)
verified
```
